# The Cowley-Sze pinning slope of a Schottky barrier, part 2

How strongly does the barrier $\phi_B$ for electrons follow the metal's work function $\Phi_M$? The pinning slope is $S=d\phi_B/d\Phi_M$. The metal surface ($x=-d$) faces an n-type semiconductor ($x=0$) of affinity $\chi$, gap $E_g$ and permittivity $\epsilon_s$ across a layer of thickness $d$ and permittivity $\epsilon$. Levels are electron energies, $e>0$, and $V$ is the electrostatic potential. The Schottky-Mott barrier is $\Phi_M-\chi$.

Interface states have density $D$, per joule in formulas, and neutrality level $\phi_{CNL}$ below the conduction edge. From the valence edge at the interface, energy is $E$, the Fermi level $E_F=E_g-\phi_B$ and the neutrality level $E_0=E_g-\phi_{CNL}$; $f$ is the Fermi function. Charges per area on the metal, in the states and in the depletion region satisfy $Q_M+Q_{is}+Q_{sc}=0$. The layer drop is $\Delta=\Phi_M-\chi-\phi_B$, and

$$\Delta=-eV(-d)+eV(0)=\frac{ed}{\epsilon}\,(Q_{is}+Q_{sc}). \tag{2}$$

$$Q_{is}=e\int_0^{E_0}D\,(1-f)\,dE-e\int_{E_0}^{E_g}D\,f\,dE. \tag{3}$$

For constant $D$, with $E_F$ several $kT$ from both band edges,

$$Q_{is}=eD\,(\phi_B-\phi_{CNL}). \tag{4}$$

With $\alpha=e^2Dd/\epsilon$ and $Q_{sc}$ neglected,

$$\phi_B=S\,(\Phi_M-\chi)+(1-S)\,\phi_{CNL},\qquad S=\frac{1}{1+e^2Dd/\epsilon}. \tag{6}$$

Thus $S=1/2$ at $D_{1/2}=\epsilon/(e^2d)$.

For donor density $N_d$ and effective conduction-band density $N_c$, the bulk Fermi level lies $\xi=kT\ln(N_c/N_d)$ below the conduction edge. The band bending is $\psi=\phi_B-\xi$. Section 10 used the Boltzmann electron density $N_de^{-w/kT}$, where $w$ is the conduction edge's height above its bulk position. With depletion width $W$, defined by $Q_{sc}=eN_dW$, the slope becomes

$$\frac1S=1+\frac{e^2Dd}{\epsilon}+\frac{\epsilon_sd}{\epsilon W}, \tag{8}$$

and the depletion charge adds to the barrier (6)

$$\delta\phi_B=-S\,\frac{ed}{\epsilon}\,Q_{sc}. \tag{9}$$

The main case has $D=10^{14}$ eV$^{-1}$cm$^{-2}$, $d=0.5$ nm and $\epsilon=\epsilon_0$ (vacuum), so $\alpha=9.048$ and $S=0.0995$. These values hold below unless others are named.

### 11. A density that varies with energy

If $D$ depends on energy, its value at the Fermi level controls the slope. At low temperature (3) becomes

$$Q_{is}=e\int_{E_F}^{E_0}D(E)\,dE.$$

Raising $\phi_B$ lowers $E_F=E_g-\phi_B$ by the same amount, so $dQ_{is}/d\phi_B=eD(E_F)$. The local slope is then (8) with $D(E_F)$ in place of $D$. The barrier depends on the whole integral between $E_F$ and $E_0$, so a slope measured over a wide range of barriers mixes different densities. At finite temperature $D(E_F)$ is replaced by an average over a few $kT$. For a density linear in energy this average equals $D(E_F)$, apart from exponentially small terms at the band edges.

### 12. Screening inside the metal

So far the metal's charge has been a sheet on its surface. In the Thomas-Fermi description it spreads over a depth $\lambda$, and the potential in the metal decays as $e^{-s/\lambda}$ with distance $s$ from the surface. Just inside the surface the field has magnitude $|Q_M|/\epsilon_0$. Its integral over the decaying profile is $|Q_M|\lambda/\epsilon_0$, which adds to the drop across the layer with the same sign. Since $Q_M=-(Q_{is}+Q_{sc})$, equation (2) becomes

$$\Delta=e\,(Q_{is}+Q_{sc})\left(\frac d\epsilon+\frac{\lambda}{\epsilon_0}\right).$$

Everywhere in the result $d/\epsilon$ is replaced by the bracket. For a free-electron metal of electron density $n$ and Fermi energy $\varepsilon_F$, the density of states is $3n/(2\varepsilon_F)$ and

$$\lambda=\sqrt{\frac{2\epsilon_0\,\varepsilon_F}{3ne^2}}.$$

### 13. A contact on n-type silicon

The inputs, chosen close to the values of silicon at 300 K, are $\chi=4.05$ eV, $E_g=1.12$ eV, $\epsilon_s=11.7\,\epsilon_0$ and $N_c=2.8\times10^{19}$ cm$^{-3}$. The neutrality level is placed 0.35 eV above the valence edge, so $\phi_{CNL}=0.77$ eV. The doping is $10^{16}$ cm$^{-3}$. Three work functions are considered: 4.3, 4.8 and 5.3 eV. For the highest, 5.3 eV, equation (6) gives

$$\phi_B=0.0995\times1.25+0.9005\times0.77=0.124+0.693\approx0.818\ \text{eV}.$$

The same steps give 0.718 eV at $\Phi_M=4.3$ eV and 0.768 eV at 4.8 eV. A spread of 1 eV in work function has become a spread of 0.10 eV in barrier. The Schottky-Mott value for the highest work function, 1.25 eV, exceeds the gap. It would put the Fermi level inside the valence band, where the depletion picture fails. With these interface states the Fermi level stays about 0.3 eV above the valence edge.

At $\Phi_M=5.3$ eV the layer carries $\Delta=1.25-0.818=0.432$ eV. The states supply most of the charge: (4) with the barrier from (6) gives $10^{14}\times(0.818-0.770)\approx4.8\times10^{12}$ elementary charges per cm², and about $4.5\times10^{12}$ when the depletion charge is included in the barrier. The depletion region holds $2.7\times10^{11}$ per cm², about seventeen times less.

At $\Phi_M=4.8$ eV the situation differs. The barrier is close to neutrality, and (4) with the numerical barrier of section 14, 0.7656 eV, gives $-4.4\times10^{11}$ charges per cm² in the states, against $+2.6\times10^{11}$ in the depletion region. The barrier from (6) would give only $-2.0\times10^{11}$ in the states, because (6) leaves out the depletion charge. The depletion charge is not small beside the charge of the states here. Equation (6) still works because the slope depends on how the charges respond to a change of barrier, and the states respond far more strongly.

### 14. Comparison with Poisson's equation

The nonlinear Poisson equation was solved numerically through the layer and the semiconductor, with mobile electrons and holes and with the interface charge summed from Fermi occupations as in (3). Formula (6) was not used in the solution. The slope was taken from the barriers at $\Phi_M=4.75$ and 4.85 eV.

For the main case the numerical slope is 0.0993. The depletion width is 263 nm, and the last term of (8) is $11.7\times0.5/263=0.022$. Equation (8) then gives $1/S=10.048+0.022=10.070$ and $S=0.0993$, in agreement. Relative to the numerical slope, the simple formula is 0.2% too high.

The barriers show the shift (9). At $\Phi_M=4.8$ eV the numerical barrier is 0.7656 eV and the formula gives 0.7680 eV. The depletion charge of $2.63\times10^{11}$ per cm² makes a drop of $9.048\times0.00263=0.0238$ eV across the layer, since $10^{14}$ charges per cm² would make 9.048 eV. Multiplied by $S$ this is 0.0024 eV, the difference found.

Further solutions at the same $d$ and $\epsilon$ cover the limits:

- With no interface states the slope is 0.977. Depletion charge alone keeps it below 1.
- At $D_{1/2}=1.1\times10^{13}$ eV$^{-1}$cm$^{-2}$ it is 0.494.
- At $10^{15}$ eV$^{-1}$cm$^{-2}$ it is 0.0109.
- At the original density but with doping $10^{18}$ cm$^{-3}$ it is 0.0975. The narrower depletion region has a larger capacitance, and $1/S$ exceeds $1+\alpha$ by 0.20.

For an energy-dependent density, $D(E)=D_0\,(0.5+E/E_g)$ was used with $D_0=10^{14}$ eV$^{-1}$cm$^{-2}$ and $E$ measured from the valence edge. At the interface Fermi level this is $8.16\times10^{13}$ eV$^{-1}$cm$^{-2}$, so $\alpha=9.048\times0.816=7.38$. With the depletion term, $1/S=8.41$ and $S=0.119$. The numerical slope is also 0.119, as section 11 requires.

Metal screening makes a larger difference than depletion. For one conduction electron per sphere of radius 3 bohr, $\lambda=0.059$ nm. This multiplies $\alpha$ by $1+0.059/0.5\approx1.12$. The numerical slope with a screening metal region included is 0.090, about 10% below the sheet-charge value. The correction grows with $\epsilon$, because $\lambda/\epsilon_0$ is then added to a smaller $d/\epsilon$: for $\epsilon=11.7\,\epsilon_0$ it lowers $S$ from 0.56 to 0.35. Both estimates should be read as sizes, since at a real metal surface the induced charge can lie outside the edge assumed here. The effective thickness is then reduced, and the correction changes sign.

### 15. Effects on the current

**Image force.** An electron at distance $x$ from the metal is attracted by its image. Take the metal as an ideal plane at $x=0$ and the field near the surface as constant, $F_s=Q_{sc}/\epsilon_s$. The barrier top is lowered by the smallest value of

$$eF_sx+\frac{e^2}{16\pi\epsilon_sx}.$$

Setting the derivative to zero gives $x^2=e/(16\pi\epsilon_sF_s)$. The two terms are then equal, and the lowering is

$$2eF_sx=\sqrt{\frac{e^3F_s}{4\pi\epsilon_s}}.$$

It is 0.022 eV at $\Phi_M=4.3$ eV and 0.023 eV at 5.3 eV. With this ideal plane the barrier for current is lower by about 0.02 eV, but the slope changes by only $-0.001$. The estimate is meant for an intimate contact. Across a literal vacuum gap of 0.5 nm, with interface states too slow to screen the passing electron, the semiconductor's own boundary repels the electron. Within a few nanometres of the surface this largely cancels or even outweighs the attraction by the metal, and the lowering found here does not apply.

**Tunnelling through the depletion region.** For a parabolic barrier of height $\psi$ and width $W_0=\sqrt{2\epsilon_s\psi/(e^2N_d)}$, the WKB exponent at the bulk band edge is

$$\frac2\hbar\int_0^{W_0}\sqrt{2m\psi}\left(1-\frac{x}{W_0}\right)dx=\frac{\sqrt{2m\psi}\,W_0}{\hbar}=\frac{\psi}{E_{00}},\qquad E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N_d}{m\epsilon_s}}.$$

Silicon's electron mass is anisotropic. The lightest value, roughly 0.19 electron masses, favours tunnelling most and gives $E_{00}=1.2$ meV. Since $kT=26$ meV, the factor $e^{-\psi/E_{00}}$ for tunnelling at the band edge is far smaller than the factor $e^{-\psi/kT}$ for reaching the top thermally. Just below the top the barrier is thin, and tunnelling there is not negligible. With the top rounded by the image force, a plain WKB estimate for this mass adds a little over 20% to the thermal current, as if the barrier were lower by about 0.005 eV. This is an upper estimate, because plain WKB takes full transmission at and above the top. A smooth barrier transmits only about one half at its top and reflects partly just above it, and with this included the net gain is about 5%, or 0.001 eV. Reflection at the steep image well next to the metal lowers the current further and can bring it below the classical thermal value, by an amount that depends on how the well ends at the metal. Because $E_{00}$ grows as $\sqrt{N_d}$, tunnelling becomes more important as the doping is raised.

**Degeneracy.** The bulk Fermi level lies 0.205 eV, or 7.9 $kT$, below the conduction edge. The Boltzmann form used in section 10 is justified.

**A literal vacuum gap.** If the layer were a real gap, electrons at the barrier top would also have to tunnel through it. The gap barrier is $\Phi_M-\phi_B$ high at the metal and $\chi$ high at the semiconductor. Let $G$ be its WKB exponent. The current then varies as

$$e^{-G}e^{-\phi_B/kT}=e^{-(\phi_B+kTG)/kT}.$$

A barrier inferred from the size of the current, without allowing for the gap, comes out too high by $kTG$. At $\Phi_M=4.8$ eV the transmission is $3.4\times10^{-5}$ and the excess is 0.27 eV. Since $G$ grows with the work function, the apparent slope rises from 0.100 to 0.114. Image forces, left out of these numbers, lower the barrier in the gap. A classical image estimate reduces the excess to about 0.1 eV but leaves the apparent slope near 0.12, because a lower gap barrier responds more strongly to the work function. All these numbers are for electrons without momentum along the surface. Depending on the surface orientation, most or all of silicon's conduction valleys have a large momentum of this kind. If it is conserved, it makes the gap harder to cross, and without image forces the excess for such electrons is roughly 0.3 to 0.4 eV. None of this applies to an intimate contact, where $d$ is a dipole length and there is no gap to cross. A barrier taken from the temperature dependence is free of this error as long as $G$ does not depend on temperature.

The same gap slows the exchange of electrons between the states and the metal. With a rough attempt rate of $10^{13}$ s$^{-1}$ the exchange time for states without momentum along the surface is about 8 ns without image forces, and only some 20 ps with the classical image estimate. States with such momentum exchange more slowly. At zero bias the whole contact is in equilibrium however slow the exchange is. Under a changing bias, states that cannot follow the metal would not obey the assumption behind (6).

**The layer field.** For $\Phi_M=4.3$ eV, with the barrier from (6), the field in the layer reaches 9.4 MV/cm in magnitude, close to the rough breakdown field of an oxide film, 10 MV/cm. A film's breakdown field need not apply to half a nanometre, but a constant $\epsilon$ and an interface structure unaffected by the field are assumptions at this strength.

### 16. The model beside real contacts

Many reported barriers on n-type silicon lie roughly between 0.5 and 0.9 eV, and they depend weakly on the metal's work function. The calculated 0.72 to 0.82 eV lies inside that range but is much narrower. The density of $10^{14}$ eV$^{-1}$cm$^{-2}$ is an assumed input. It is far above that of a well-oxidized silicon surface, which is roughly $10^{10}$ in the same unit. The assumption that real contacts most clearly break is that all metals form the same interface: many react with silicon or leave different bonding at the surface. By (6), a change of 0.1 eV in $\phi_{CNL}$ at fixed $S$ moves the barrier by $0.90\times0.1=0.09$ eV, as much as a change of 0.9 eV in work function. Differences in interface structure can thus hide the small slope, and a line fitted through barriers of different metals does not by itself measure $D$. The permittivity is equally uncertain: for this $D$ and $d$, values between those of vacuum and bulk silicon give $S$ from 0.10 to 0.56 by (6), and from 0.09 to 0.35 with the metal screening estimated in section 14. The numerical output lists the barriers and charges for the three work functions, and the slopes around 4.8 eV.

## Values computed for the example and the checks

```
Interface-state density D: 1.0e+14 per eV per cm2
Layer thickness d: 0.50 nm
eps/eps0 = 1.0: e^2 D d/eps = 9.048, S = 0.0995
eps/eps0 = 3.9: e^2 D d/eps = 2.320, S = 0.3012
eps/eps0 = 11.7: e^2 D d/eps = 0.773, S = 0.5639
D for S = 1/2 at eps0: 1.105e+13 per eV per cm2
Temperature: 300 K, kT = 0.02585 eV
Electron affinity: 4.05 eV; gap: 1.12 eV
Neutrality level above valence edge: 0.35 eV
Neutrality level below conduction edge: 0.77 eV
Semiconductor eps/eps0: 11.7
Doping: 1.0e+16 per cm3
Band densities Nc, Nv: 2.80e+19, 2.65e+19 per cm3
The next lines use eps = eps0
Work function 4.3 eV: Schottky-Mott 0.25 eV, formula 0.7182 eV, Poisson 0.7160 eV
  layer drop -0.4682 eV, field -9.36 MV/cm
  state charge/e -5.175e+12 per cm2, depletion charge/e 2.504e+11 per cm2
  image-force lowering 0.0218 eV
Work function 4.8 eV: Schottky-Mott 0.75 eV, formula 0.7680 eV, Poisson 0.7656 eV
  layer drop -0.0180 eV, field -0.36 MV/cm
  state charge/e -1.991e+11 per cm2, depletion charge/e 2.629e+11 per cm2
  image-force lowering 0.0224 eV
Work function 5.3 eV: Schottky-Mott 1.25 eV, formula 0.8178 eV, Poisson 0.8153 eV
  layer drop 0.4322 eV, field 8.64 MV/cm
  state charge/e 4.777e+12 per cm2, depletion charge/e 2.749e+11 per cm2
  image-force lowering 0.0229 eV
Slope from Poisson equation: 0.09931
Slope from formula: 0.09953
Depletion term in 1/S: 0.0222
Depletion width at 4.8 eV: 262.9 nm
Poisson slope without interface states: 0.9774
Poisson slope at D for S = 1/2: 0.4944
Poisson slope at D = 1e15 per eV per cm2: 0.01093
Poisson slope at doping 1e18 per cm3: 0.09754
Sloping D, value at Fermi level: 8.162e+13 per eV per cm2
Sloping D, Poisson slope: 0.1189
Metal screening length (radius 3 bohr): 0.0586 nm
Poisson slope with metal screening: 0.0898
Slope change by image force: -0.00104
Lightest silicon mass: 0.19 electron masses
Tunnelling energy E00: 1.245 meV; E00/kT = 0.0482
Bulk Fermi level below conduction edge: 0.2052 eV = 7.94 kT
Vacuum-layer transmission at barrier top, 4.8 eV: 3.37e-05
Rise of current-derived barrier, 4.8 eV: 0.266 eV
Apparent slope from current: 0.1144
Attempt rate (rough): 1e+13 per s
State-metal exchange time: 7.6e-09 s
```
